# The Diagonal Correction Does Not Cancel in the H2 Well Depth

Suppose the well depth of H2 is wanted to better than 0.001 eV. The electronic Schrödinger equation has been solved with fixed nuclei, at the equilibrium distance and for two separate atoms, and the energies have been subtracted. One must now decide whether to compute the diagonal Born-Oppenheimer correction at both geometries or to leave it out. The correction is 0.014 to 0.015 eV at the two ends, far above the target. If it cancels in the difference, the work is wasted; if it does not, the result may be wrong in the digit that matters.

## The belief and its appeal

The belief is that the diagonal correction cancels in energy differences. The argument runs as follows. The correction is the kinetic energy that the nuclei acquire because the electronic wavefunction changes when they move. Molecule and fragments contain the same nuclei and the same electrons. If each electron sits in an atomic orbital that its nucleus carries along rigidly, the cost of carrying it is the same in both. The correction is then a constant, and a constant drops out of every difference.

The last step is sound, and so is the picture for atoms far apart. What has to be examined is whether it survives when the atoms overlap and each electron is shared between both nuclei.

## What the correction is

Atomic units are used in the algebra: the electron mass and \(\hbar\) are 1. Both nuclei are protons of mass \(M=1836.15\). The Hamiltonian is nonrelativistic,

\[
H=-\frac{1}{2M}\left(\nabla_A^2+\nabla_B^2\right)+H_e ,
\]

where \(A\) and \(B\) label the nuclei, and \(H_e\) contains the electronic kinetic energy and all Coulomb terms, nuclear repulsion included. For fixed nuclei, \(H_e\Psi=V\Psi\). The ground state \(\Psi\) is a nondegenerate singlet, chosen real and normalized at every geometry. Nuclear derivatives are taken at fixed electron positions in space.

Try a single product \(\Psi\chi\), with \(\chi\) a function of the nuclear positions alone. For either nucleus \(N\), the product rule gives

\[
\nabla_N^2(\Psi\chi)=\Psi\,\nabla_N^2\chi+2\,\nabla_N\Psi\cdot\nabla_N\chi+\chi\,\nabla_N^2\Psi .
\]

Multiply by \(\Psi\) and integrate over the electrons. The first term gives \(\nabla_N^2\chi\), because \(\Psi\) is normalized. The second vanishes, because for real \(\Psi\)

\[
\langle\Psi|\nabla_N\Psi\rangle=\tfrac12\nabla_N\langle\Psi|\Psi\rangle=0 .
\]

Taking the divergence of this zero gives the third term:

\[
\langle\nabla_N\Psi|\nabla_N\Psi\rangle+\langle\Psi|\nabla_N^2\Psi\rangle=0 .
\]

The prefactor \(-1/(2M)\) and this minus sign combine to a plus. The nuclei therefore move in the potential \(U=V+B\), with

\[
B=\frac{1}{2M}\Big(\|\nabla_A\Psi\|^2+\|\nabla_B\Psi\|^2\Big)\ge 0 ,
\]

where \(\|f\|^2=\langle f|f\rangle\). The correction \(B\) measures how fast the electronic state changes when a nucleus is displaced. Nothing in this definition makes it independent of geometry.

## Two separate atoms

In a hydrogen atom the orbital depends on the electron position relative to the nucleus, \(\phi(\mathbf r-\mathbf R_A)\). Hence \(\nabla_A\phi=-\nabla_{\mathbf r}\phi\), and \(\|\nabla_A\phi\|^2=\langle p^2\rangle\). By the virial theorem the kinetic energy is minus the total energy, so \(\langle p^2\rangle/2=1/2\) and \(\langle p^2\rangle=1\). One atom contributes \(1/(2M)\), and two contribute

\[
B(\infty)=\frac1M=0.01482\ \text{eV}=119.5\ \text{cm}^{-1}.
\]

The same term appears in the exact energy of an atom at rest, where the electron mass is replaced by the reduced mass:

\[
-\frac12\,\frac{M}{M+1}=-\frac12+\frac{1}{2M}-\frac{1}{2M^2}+\dots
\]

The diagonal correction is the first reduced-mass shift. The rigid-carrying picture is correct here.

## The same quantity in a bond

To see what bonding changes, replace the two nuclear positions by the bond vector \(\mathbf R=\mathbf R_B-\mathbf R_A\) and the midpoint \(\mathbf S=(\mathbf R_A+\mathbf R_B)/2\). The chain rule gives

\[
\nabla_A=-\nabla_{\mathbf R}+\tfrac12\nabla_{\mathbf S},\qquad
\nabla_B=\nabla_{\mathbf R}+\tfrac12\nabla_{\mathbf S}.
\]

When the two squared norms are added, the cross terms have opposite signs and cancel:

\[
\|\nabla_A\Psi\|^2+\|\nabla_B\Psi\|^2
=2\|\nabla_{\mathbf R}\Psi\|^2+\tfrac12\|\nabla_{\mathbf S}\Psi\|^2 .
\]

Two symmetries turn most of this into electronic expectation values. First, shifting nuclei and electrons together leaves \(\Psi\) unchanged, so \(\nabla_{\mathbf S}\Psi=-(\nabla_1+\nabla_2)\Psi\). With the total electron momentum \(\mathbf P=\mathbf p_1+\mathbf p_2\), the squared norm is \(\langle P^2\rangle\).

Second, put the bond along \(z\). Moving \(\mathbf R\) sideways by a small length \(s\) turns the bond through the angle \(s/R\). Turning nuclei and electrons together leaves this \(\Sigma\) state unchanged, so turning the nuclei alone acts on \(\Psi\) as a rotation of the electrons. A rotation through a small angle \(\theta\) about \(y\) changes \(\Psi\) by \(-i\theta L_y\Psi\), where \(\mathbf L\) is the electronic orbital angular momentum about the midpoint. The squared norm of the sideways derivative is thus \(\langle L_y^2\rangle/R^2\), and the other sideways direction gives \(\langle L_x^2\rangle/R^2\). Altogether

\[
B(R)=\frac1M\left[\left\|\frac{\partial\Psi}{\partial R}\right\|^2
+\frac{\langle L_x^2+L_y^2\rangle}{R^2}\right]+\frac{\langle P^2\rangle}{4M}.
\]

Call the three terms the radial, angular and total-momentum parts.

For separate atoms their shares follow from the atomic result. A change of \(\mathbf R\) at fixed midpoint moves each nucleus by half as much, in opposite directions. For one Cartesian direction the squared norm is \(\tfrac14(\tfrac13+\tfrac13)=\tfrac16\), since \(\langle p_x^2\rangle=\tfrac13\) in each atom. The cross term vanishes because each atom has \(\langle\phi|\nabla\phi\rangle=0\). The radial part is therefore \(1/6\) of \(1/M\), and the angular part, with two directions, \(1/3\). The momenta of separate atoms are uncorrelated, so \(\langle P^2\rangle/4=(1+1)/4=1/2\). The shares add to one.

In a bond, none of the three has to keep its atomic value.

## The number for H2

The two-electron problem was solved by full configuration interaction, which is the complete solution within a chosen orbital basis. The derivatives were obtained from overlaps of wavefunctions at slightly displaced nuclei. For displacements \(\pm\delta\),

\[
\|\partial\Psi\|^2\approx\frac{\|\Psi_+-\Psi_-\|^2}{4\delta^2}
=\frac{1-\langle\Psi_+|\Psi_-\rangle}{2\delta^2},
\]

because both functions are normalized and real. The step \(\delta\) was 0.0021 angstrom. For sideways displacements, the overlap of the displaced with the undisplaced function was used in the same way.

In the cc-pVTZ basis the minimum of \(V\) lies at \(R_e=0.743\) angstrom, and the well is 4.700 eV deep before correction, values that belong to this basis: cc-pVQZ gives 0.742 angstrom and 4.732 eV, so the cc-pVTZ depth is short by a few hundredths of an eV. At this distance three bases give, in eV:

| Basis | \(B(R_e)\) | two atoms | difference |
|---|---|---|---|
| cc-pVDZ | 0.01387 | 0.01480 | 0.00093 |
| cc-pVTZ | 0.01420 | 0.01481 | 0.00061 |
| aug-cc-pVTZ | 0.01418 | 0.01480 | 0.00062 |

The well depth is \(D=U(\infty)-U(R_{\min})\). The atoms are raised more than the molecule, so the correction deepens the well:

\[
\Delta D\approx B(\infty)-B(R_e)=0.01480-0.01418=0.0006\ \text{eV}\approx5\ \text{cm}^{-1}.
\]

In the largest basis the two terms are 119.4 and 114.4 cm\(^{-1}\). About 96 percent of the atomic value cancels, which is the part of the truth that the belief contains. The remaining 4 percent is a real change of the well depth.

The second digit of 0.00062 eV is not secure. The aug-cc-pVTZ value for two atoms lies 0.00002 eV below the exact \(1/M\). Combining the exact atomic value with the computed molecular one would give 0.00064 eV, but this is no improvement, because the molecular term still carries its own basis error; at the same distance the s, p and d functions of cc-pVQZ give 0.00061 eV, the full cc-pVQZ basis 0.00062 eV, and aug-cc-pVQZ between 0.00062 and 0.00063 eV. The small basis, cc-pVDZ, gives a difference about 50 percent larger than the aug-cc-pVTZ one, although its molecular correction lies only about 2 percent below the aug-cc-pVTZ value: a small remainder of two large terms demands more of the basis than either term does.

The approximation sign in \(\Delta D\) covers a small shift of the minimum. Near \(R_e\), write \(x=R-R_e\), let \(k\) be the force constant of \(V\), and let \(B'\) be the slope of \(B\) at \(R_e\). Then

\[
U\approx V(R_e)+B(R_e)+B'x+\tfrac12kx^2 .
\]

The minimum is at \(x=-B'/k\), and its energy is lower by \(B'^2/(2k)=\tfrac12|B'x|\) than the value at \(x=0\). The computed shift is 0.0002 angstrom outward. Values of \(B\) on either side of \(R_e\), given below, suggest a slope near \(-0.007\) eV per angstrom. The extra energy is then about \(7\times10^{-7}\) eV, which is negligible here.

## Why the molecular value is smaller

One might try to repair the belief by scaling. In the atom, \(B\) is the electronic kinetic energy divided by \(M\). In cc-pVTZ the electronic kinetic energy is 27.20 eV at 6 angstrom and 31.83 eV at \(R_e\). Scaling the correction accordingly gives

\[
0.01481\times\frac{31.83}{27.20}=0.01733\ \text{eV},
\]

which exceeds the atomic value and would make the well shallower by 0.0025 eV. The sign is wrong, and the size is four times too large. The three parts show why, again in cc-pVTZ and in eV:

| Part | at \(R_e\) | at 6 angstrom | change |
|---|---|---|---|
| radial | 0.00312 | 0.00247 | +0.00065 |
| angular | 0.00167 | 0.00494 | −0.00327 |
| total momentum | 0.00942 | 0.00741 | +0.00201 |

The changes add to \(-0.00061\) eV. Two parts rise on bonding, and the angular part falls by more than their sum.

The rise of the total-momentum part has two sources. Expanding the square,

\[
\frac{\langle P^2\rangle}{4M}=\frac{\langle p_1^2+p_2^2\rangle}{4M}+\frac{\langle\mathbf p_1\cdot\mathbf p_2\rangle}{2M}
=\frac{T}{2M}+\frac{\langle\mathbf p_1\cdot\mathbf p_2\rangle}{2M},
\]

with \(T\) the electronic kinetic energy. At \(R_e\) the first term is \(31.83/(2\times1836.15)=0.00867\) eV. The remaining 0.00075 eV comes from \(\langle\mathbf p_1\cdot\mathbf p_2\rangle\), which is therefore positive. This second term is an effect of electron correlation: in a mean-field state with both electrons in one real orbital it equals \(\langle\mathbf p\rangle\cdot\langle\mathbf p\rangle=0\).

The fall of the angular part can be read from its formula. For separate atoms, turning the bond drags two distant charge clouds sideways. The part stays at \(1/(3M)\), so \(\langle L_x^2+L_y^2\rangle\) must grow as \(R^2/3\). In the molecule the electrons form one common cloud around the midpoint. A fully spherical state, one unchanged by any rotation of the electrons about the midpoint, would have \(\mathbf L\Psi=0\), and turning the nuclei would not change it at all. The cloud of H2 is not round, but it is close enough for the effect to be large. At \(R_e\), with \(R_e=1.403\) in atomic units,

\[
\langle L_x^2+L_y^2\rangle=\frac{0.00167}{0.01482}\times1.403^2\approx0.22 ,
\]

whereas the separate-atom law \(R^2/3\) would give 0.66 at the same distance. This is where the picture of one electron on each atom fails. The cause is the sharing, and the orbitals need not deform for it: a singlet pair \(a(1)b(2)+b(1)a(2)\) built from unchanged atomic 1s orbitals \(a\) and \(b\), each carried rigidly by its nucleus, already gives 0.23 at \(R_e\). That simple function does not reproduce the other two parts, and its total correction, 0.0099 eV, is far too low.

## Other energy differences

The difference between \(R_e\) and infinity is one case among many. In cc-pVTZ the correction along the bond is:

| \(R\) (angstrom) | \(B\) (eV) |
|---|---|
| 0.5 | 0.01655 |
| 1.0 | 0.01297 |
| 1.5 | 0.01306 |
| 2.0 | 0.01425 |
| 3.0 | 0.01479 |
| 6.0 | 0.01481 |

The curve is not monotonic. Relative to separate atoms, the correction is higher by 0.0017 eV at 0.5 angstrom and lower by 0.0018 eV at 1.0 angstrom. Both differences are about three times the one at \(R_e\), and they have opposite signs. The last digits of the table belong to the basis: cc-pVQZ raises the entry at 0.5 angstrom by 0.00011 eV and lowers the one at 1.5 angstrom by 0.00006 eV, and the two differences become 0.0018 and 0.0019 eV. Between 1.0 and 1.5 angstrom it nearly cancels, but only because these two points lie on either side of a minimum. The small remainder in the well depth owes something to where \(R_e\) happens to lie on this curve: \(B\) crosses the separate-atom value near 0.67 angstrom, not far inside \(R_e\).

The masses offer another difference. The electronic function \(\Psi\) does not depend on the nuclear mass, so \(B\) scales as \(1/M\) for two equal nuclei. Without the correction, H2 and D2 have the same well depth. With it, the increase for D2 is 0.0003 eV, about half of that for H2, and the H2 well is deeper by the other half, again 0.0003 eV. This concerns the potential alone; the much larger difference in zero-point energy comes on top.

Vibrational levels feel the shape of \(B\). To first order, level \(v\) shifts by \(\langle v|B|v\rangle\), the average over its vibrational function. These functions were found by solving the radial equation without rotation on a uniform grid, with reduced mass \(M/2\) and the cc-pVTZ curves interpolated between twelve distances from 0.3 to 1.7 angstrom. The averages are 0.01411 eV for \(v=0\) and 0.01394 eV for \(v=1\). The fundamental, 0.517 eV without the correction in this basis (0.516 eV in cc-pVQZ), therefore falls by 0.00017 eV, a shift that cc-pVQZ reproduces to the digits shown. The second-order shifts are below \(10^{-6}\) eV for both levels. A constant correction would have left the fundamental unchanged.

The dissociation energy from \(v=0\) increases by

\[
0.01481-0.01411=0.0007\ \text{eV},
\]

slightly more than the well depth, because the average of \(B\) over \(v=0\) lies below \(B(R_e)\). Expanding about \(R_e\), this average differs from \(B(R_e)\) by \(B'\langle x\rangle+\tfrac12B''\langle x^2\rangle\). The tabulated values show that \(B\) falls and curves upward near \(R_e\), so the second term is positive. To this order the lowering must come from the first term, that is, from a mean bond length greater than \(R_e\).

## What the diagonal correction leaves out

The single product \(\Psi\chi\) neglects the coupling to other electronic states. A solvable model shows what kind of term comes next. Let an electron of mass 1 at \(q\) be tied by a spring \(k\) to a nucleus of mass \(M\) at \(Q\), which is tied by a spring \(K\) to a wall:

\[
W=\tfrac12k(q-Q)^2+\tfrac12KQ^2 .
\]

With the nucleus fixed, the electron has energy \(\tfrac12\sqrt k\), and the nucleus then vibrates with zero-point energy \(\tfrac12\sqrt{K/M}\). The electron function moves rigidly with \(Q\), so \(B=\langle p^2\rangle/(2M)\). In an oscillator ground state half of the energy is kinetic, hence \(\langle p^2\rangle=\tfrac12\sqrt k\) and \(B=\sqrt k/(4M)\).

The exact energy is half the sum of the two normal frequencies. In mass-weighted coordinates the force-constant matrix has diagonal elements \(k\) and \((k+K)/M\) and off-diagonal element \(-k/\sqrt M\). Its trace and determinant give

\[
\omega_1^2+\omega_2^2=k+\frac{k+K}{M},\qquad \omega_1^2\omega_2^2=\frac{kK}{M}.
\]

With \(\epsilon=1/\sqrt M\) and \(a=\sqrt{K/k}\), the square of the sum is

\[
(\omega_1+\omega_2)^2=k\left[(1+a\epsilon)^2+\epsilon^2\right].
\]

Taking half the root and expanding in \(\epsilon\),

\[
E=\frac{\sqrt k}{2}\left[1+a\epsilon+\frac{\epsilon^2}{2(1+a\epsilon)}+\dots\right]
=\frac{\sqrt k}{2}+\frac12\sqrt{\frac KM}+\frac{\sqrt k}{4M}-\frac{\sqrt K}{4M^{3/2}}+\dots
\]

The third term is \(B\). The fourth is what results from replacing \(M\) by \(M+1\) in the slow vibration, since \(\tfrac12\sqrt{K/(M+1)}\approx\tfrac12\sqrt{K/M}\,(1-\tfrac{1}{2M})\). The nucleus drags the electron along, and its effective mass is that of the atom. For \(k=1\), \(K=0.4\) and the proton mass, \(B\) is 0.00370 eV and the exact remainder after it is \(-0.00005\) eV.

In this model \(B\) is constant and the mass change alone affects the level spacing. In H2 both matter. Using atomic instead of nuclear masses on the uncorrected curve lowers the fundamental by 0.00013 eV, comparable to the 0.00017 eV from \(B\). This is an estimate of size and not a correction to be added as it stands. The added mass of one electron per nucleus was derived for an electron tied to a single nucleus. In the bond the electrons are shared, and the radial part of \(B\), which belongs to motion along the bond, already differs from its atomic value. Nothing guarantees that the added mass is the atomic one or independent of \(R\), and it was not computed here.

The single product also needs a well-separated ground state. Differentiate \(H_e\Psi=V\Psi\) and project on another electronic state \(\Psi_n\) of energy \(V_n\):

\[
\langle\Psi_n|\nabla_N\Psi\rangle=-\frac{\langle\Psi_n|(\nabla_NH_e)|\Psi\rangle}{V_n-V}.
\]

Summed over all other electronic states, the ionization continuum included, the squares of these elements add up to \(\|\nabla_N\Psi\|^2\); in the hydrogen atom the bound states supply only about a third of the sum. Where a gap closes while the numerator stays nonzero, \(B\) diverges, and one potential no longer describes the motion.

For the decision at the start, the error target settles the matter. For H2 at 0.01 eV the correction to the well depth can be omitted. At 0.001 eV it takes more than half of the allowance, and at 0.0001 eV it has to be computed, in a basis large enough for the difference: cc-pVDZ is 0.0003 eV away from aug-cc-pVTZ, whereas cc-pVTZ is within 0.00002 eV of it. At that level relativity needs attention as well, since its one-electron scalar part alone makes the well shallower by about 0.00007 eV, and for vibrational levels so does the coupling to other electronic states. The basis error in \(V\) itself is a separate and larger matter: in cc-pVTZ it already exceeds the 0.01 eV target, so \(V\) needs a much larger basis than \(B\) does.
